\section*{Mollow's transformation: a coherent mode as a classical drive plus vacuum, part 2}

An emitter with Hamiltonian $H_A$ and finitely many levels is coupled to one lossless field mode of angular frequency $\omega$ and annihilation operator $a$, with $[a,a^\dagger]=1$ and number states $|n\rangle$. Formulas are in SI form. The original Hamiltonian is
\begin{equation}
H=H_A+\hbar\omega N-dE,\qquad N=a^\dagger a,\qquad E=i\mathcal E\,(a-a^\dagger),
\label{eq:H}
\end{equation}
where $d$ is the emitter's dipole component along the mode polarization and $E$ is the field at the emitter. For an empty cavity without a dispersive medium, $\mathcal E=\sqrt{\hbar\omega/2\varepsilon_0V}$. Here $1/V=f(\mathbf r_0)^2$ defines the effective volume $V$, with $f$ the real mode profile, $\int f^2\,d^3r=1$, and $\mathbf r_0$ the emitter's position.

The initial state is $|\phi_0\rangle|\alpha\rangle$, with $|\phi_0\rangle$ the emitter state and $|\alpha\rangle=D(\alpha)|0\rangle$ a coherent state, where $D(\beta)=\exp(\beta a^\dagger-\beta^*a)$. It has been proved, without approximation, that
\begin{equation}
|\psi(t)\rangle=D(\beta(t))\,|\psi'(t)\rangle,\qquad \beta(t)=\alpha e^{-i\omega t},
\label{eq:claim1}
\end{equation}
\begin{equation}
i\hbar\,\partial_t|\psi'\rangle=\bigl[H-d\,E_{\rm cl}(t)\bigr]|\psi'\rangle,\qquad |\psi'(0)\rangle=|\phi_0\rangle|0\rangle,
\label{eq:claim2}
\end{equation}
\begin{equation}
E_{\rm cl}(t)=i\mathcal E\,[\beta(t)-\beta^*(t)].
\label{eq:Ecl}
\end{equation}
The same Hamiltonian applies to other initial states: a mode that starts in $D(\alpha)|\chi\rangle$ becomes a transformed mode that starts in $|\chi\rangle$.

The proof used the relation
\begin{equation}
i\hbar\,\partial_tD^\dagger(\beta(t))=\hbar\omega N\,D^\dagger(\beta(t))-D^\dagger(\beta(t))\,\hbar\omega N .
\label{eq:dD}
\end{equation}
Its last term cancels the $D^\dagger\hbar\omega N|\psi\rangle$ that comes from $D^\dagger H|\psi\rangle$, so the free part of the transformed Hamiltonian is again $\hbar\omega N$. This is the cancellation of the free part referred to below.

In the numerical example, $\lambda$ is the vacuum wavelength at $\omega$, and $e$ in the unit $e\,$nm is the elementary charge.

\section{Observables, back-action and the classical limit}

The symbols are those of the proof. The original Hamiltonian is $H=H_A+\hbar\omega N-dE$, with $N=a^\dagger a$, $E=i\mathcal E(a-a^\dagger)$ and $\mathcal E=\sqrt{\hbar\omega/2\varepsilon_0V}$. With $\beta(t)=\alpha e^{-i\omega t}$ and $D_t=D(\beta(t))$, the state $|\psi\rangle=D_t|\psi'\rangle$ is obtained from a state $|\psi'\rangle$ whose mode starts in vacuum and whose Hamiltonian is
\begin{equation}
H'(t)=H-dE_{\rm cl}(t),\qquad E_{\rm cl}(t)=i\mathcal E(\beta-\beta^*).
\end{equation}
The displacement obeys $D_t^\dagger aD_t=a+\beta$ and commutes with all emitter operators. Means in $|\psi'\rangle$ carry a prime.

For an emitter operator $O$ it follows at once that $\langle\psi|O|\psi\rangle=\langle\psi'|D_t^\dagger OD_t|\psi'\rangle=\langle\psi'|O|\psi'\rangle$. The same holds for correlations between different times. Let $U(t,s)$ and $U'(t,s)$ be the evolution operators of the two descriptions. Since the transformation holds for every state at time $s$,
\begin{equation}
U(t,s)=D_t\,U'(t,s)\,D_s^\dagger .
\end{equation}
For emitter operators $A$ and $B$ and times $t_2>t_1$,
\begin{align}
\langle A(t_2)B(t_1)\rangle
&=\langle\psi(t_2)|A\,U(t_2,t_1)\,B|\psi(t_1)\rangle\nonumber\\
&=\langle\psi'(t_2)|D_{t_2}^\dagger AD_{t_2}\,U'(t_2,t_1)\,D_{t_1}^\dagger BD_{t_1}|\psi'(t_1)\rangle\nonumber\\
&=\langle\psi'(t_2)|A\,U'(t_2,t_1)\,B|\psi'(t_1)\rangle .
\end{align}
Further operators and times add further factors of the same kind. The argument also covers operators of other field modes, which commute with $D_t$. This is what makes the transformation useful for resonance fluorescence: light scattered into modes other than the driven one has the same correlation functions, and hence the same spectrum, in both descriptions.

Operators of the driven mode itself must be shifted. For the photon number,
\begin{equation}
\langle N\rangle=\langle(a^\dagger+\beta^*)(a+\beta)\rangle'
=|\alpha|^2+2\,{\rm Re}\bigl(\beta^*\langle a\rangle'\bigr)+\langle N\rangle' .
\label{eq:photons}
\end{equation}
The middle term is the interference of the incident amplitude with the field radiated by the emitter. It can be negative, and it is how absorption appears in a description whose quantum mode starts empty.

As an example, take a two-level emitter with $H_A=\hbar\omega_0|e\rangle\langle e|$ and $d=\mu\sigma_x$, where $\sigma_x=\sigma_++\sigma_-$ and $\sigma_+=|e\rangle\langle g|$. The coupling rate is $g=\mu\mathcal E/\hbar$. The parameters are round model values: $\hbar\omega=\hbar\omega_0=2$ eV, $\mu=0.2\,e\,$nm, $V=1000$ nm$^3$ and $\alpha=4$, that is, 16 photons on average. They give $\mathcal E=1.345\times10^8$ V/m, or $0.1345$ V/nm, so that
\begin{align}
\hbar g&=0.2\times0.1345\ \text{eV}=0.0269\ \text{eV},& g&=0.0409\ \text{rad/fs},\nonumber\\
2\mathcal E\alpha&=1.076\times10^9\ \text{V/m},& \Omega=2g\alpha&=0.327\ \text{rad/fs}.
\end{align}
The first entry of the second line is the amplitude of the classical field. The Rabi period $2\pi/\Omega$ is $19.2$ fs. These values serve to make the quantum correction visible and do not describe a device. The volume is about $3\times10^4$ times smaller than $(\lambda/2)^3$ at $\lambda=620$ nm, a confinement typical of plasmonic gap modes. For such modes the empty-cavity formula for $\mathcal E$ needs a generalized volume, and the photons are lost within femtoseconds: in the rotating-wave model a mode linewidth of $0.1$ eV changes the excited population at 20 fs from $0.15$ to $0.81$. A field of about 1 V/nm is also of the order of the static breakdown field of good insulators. The model keeps one lossless mode and two levels. The emitter starts in $|g\rangle$. The excited populations found from the original Hamiltonian, from the driven equation with the quantum mode, and from the classical drive alone are
\begin{equation}
\begin{array}{c|ccc}
t\ (\text{fs})&\text{original}&\text{drive and mode}&\text{drive alone}\\ \hline
10&0.954&0.954&0.991\\
20&0.145&0.145&0.013\\
30&0.715&0.715&0.959\\
40&0.400&0.400&0.077
\end{array}
\end{equation}
The first two columns come from different calculations: diagonalization starting from the coherent state, and time integration starting from the vacuum. In the numerical check the complete state vectors, of unit norm, differ by at most $4.7\times10^{-10}$ in norm at these four times, with no phase adjusted. The correlation $\langle\sigma_+(20\,\text{fs})\sigma_-(10\,\text{fs})\rangle$ is $0.0353-0.0573i$ in both descriptions.

At 10 fs the original mode holds $15.049$ photons and the transformed mode $0.060$. The interference term in Eq.~\eqref{eq:photons} is then $15.049-16-0.060=-1.011$. The number of photons in the transformed mode is therefore not the number exchanged with the emitter. Nor is $\langle N\rangle$ plus the excited population $P_e$ strictly constant, because $dE$ contains terms that change this sum. The energy is conserved, and the mean of $dE$ vanishes at the start since $\langle g|\sigma_x|g\rangle=0$. For $\omega_0=\omega$ this means
\begin{equation}
\langle dE\rangle=\hbar\omega\bigl(\langle N\rangle+P_e-16\bigr).
\end{equation}
At 40 fs the right-hand side is $2\ \text{eV}\times(15.634+0.400-16)=0.068$ eV.

The last column of the table shows what is lost when the quantum mode is discarded. Let $|\phi(t)\rangle$ be the emitter state under the classical drive alone, and let $|\chi\rangle=|\phi\rangle|0\rangle$. Because $N|0\rangle=0$,
\begin{equation}
i\hbar\,\partial_t|\chi\rangle=(H_A-dE_{\rm cl})|\chi\rangle=H'|\chi\rangle+dE|\chi\rangle .
\end{equation}
The difference $|\delta\rangle=|\psi'\rangle-|\chi\rangle$ starts at zero and obeys $i\hbar\,\partial_t|\delta\rangle=H'|\delta\rangle-dE|\chi\rangle$. Its solution, as differentiation confirms, is
\begin{equation}
|\delta(t)\rangle=\frac i\hbar\int_0^tU'(t,s)\,dE\,|\chi(s)\rangle\,ds .
\end{equation}
Here the symbol $d$ before $E$ is the dipole operator. From $E|0\rangle=-i\mathcal E|1\rangle$ and $\sigma_x^2=1$, the vector $dE|\chi\rangle$ has norm $\mu\mathcal E=\hbar g$. Since $U'$ preserves norms,
\begin{equation}
\|\delta(t)\|\le gt .
\label{eq:gt}
\end{equation}
At 10 fs the computed distance is $0.246$ and the bound is $0.409$.

The photons in the transformed mode are bounded in a similar way. In $H'$ only $-dE$ fails to commute with $N$. With $[a,N]=a$ and $[a^\dagger,N]=-a^\dagger$ one has $[E,N]=i\mathcal E(a+a^\dagger)$, and thus
\begin{equation}
\frac{d\langle N\rangle'}{dt}=\frac i\hbar\langle[H',N]\rangle'
=g\langle\sigma_x(a+a^\dagger)\rangle'
=2g\,{\rm Re}\langle\sigma_xa\rangle'\le2g\sqrt{\langle N\rangle'} .
\end{equation}
The last step is the Cauchy--Schwarz inequality with $\|a\psi'\|^2=\langle N\rangle'$. For any $\eta>0$ it follows that $\frac{d}{dt}\sqrt{\langle N\rangle'+\eta}\le g$. Integrating from the vacuum and letting $\eta\to0$ gives $\langle N\rangle'\le(gt)^2$, whatever the strength of the classical drive. At 40 fs the computed number is $0.68$ and the bound is $2.67$. Over these times the transformed mode thus holds far fewer photons on average than the original one, which holds about 16. The calculation keeps 40 number states in the driven description and 120 in the original one; these cutoffs were chosen with a margin and are not the smallest that would suffice.

Equation~\eqref{eq:gt} suggests an error of first order in $g$, but emitter populations do better. Let $U_0$ be the evolution under $H'+dE$, which contains the classical drive and conserves the photon number. Split $|\delta\rangle=|\psi_1\rangle+|r\rangle$ with
\begin{equation}
|\psi_1(t)\rangle=\frac i\hbar\int_0^tU_0(t,s)\,dE\,|\chi(s)\rangle\,ds .
\end{equation}
This part contains one photon and has norm at most $gt$. It obeys $i\hbar\,\partial_t|\psi_1\rangle=(H'+dE)|\psi_1\rangle-dE|\chi\rangle$. Subtraction from the equation for $|\delta\rangle$ leaves $i\hbar\,\partial_t|r\rangle=H'|r\rangle-dE|\psi_1\rangle$. Since $(a-a^\dagger)|1\rangle=|0\rangle-\sqrt2|2\rangle$ has norm $\sqrt3$,
\begin{equation}
\|r(t)\|\le\int_0^t\sqrt3\,g\,(gs)\,ds=\frac{\sqrt3}{2}(gt)^2 .
\end{equation}
Let $P=|e\rangle\langle e|$. The error of the population predicted by the drive alone is
\begin{equation}
\langle\psi'|P|\psi'\rangle-\langle\chi|P|\chi\rangle
=2\,{\rm Re}\langle\chi|P|\psi_1\rangle+2\,{\rm Re}\langle\chi|P|r\rangle+\langle\delta|P|\delta\rangle .
\end{equation}
The first term vanishes, because $P$ does not change the photon number while $|\chi\rangle$ has no photon and $|\psi_1\rangle$ has one. The remaining terms give
\begin{equation}
|\Delta P_e|\le(1+\sqrt3)(gt)^2=(1+\sqrt3)\,\frac{(\Omega t)^2}{4|\alpha|^2},\qquad\Omega=2g|\alpha| .
\label{eq:limit}
\end{equation}
At fixed time the drive alone becomes correct when $|\alpha|\to\infty$ with $g|\alpha|$ fixed. Since $g\propto V^{-1/2}$, this means a growing mode volume at fixed photon density $|\alpha|^2/V$. A large photon number at fixed $g$ does not make the bound small at a fixed time. It does so over a fixed number of Rabi cycles, which then take less time: over one Rabi period the bound is $(1+\sqrt3)\pi^2/|\alpha|^2$. For the parameters of the table the bound is $0.46$ at 10 fs and exceeds 1 after about 15 fs, where it says nothing. In the computation the root-mean-square population error over the times 1 to 10 fs is $1.97\times10^{-2}$, $4.97\times10^{-3}$ and $1.245\times10^{-3}$ for $\alpha=4$, 8 and 16 at fixed density. The last two have the ratio $3.99$, close to the factor 4 of an error proportional to $1/|\alpha|^2$.

The loss of contrast in the table can be estimated in the original description. For $\omega_0=\omega$, the terms $\sigma_+a$ and $\sigma_-a^\dagger$ of $-dE=-i\hbar g\sigma_x(a-a^\dagger)$ are stationary in the interaction picture, while the other two oscillate at $2\omega$. Neglecting the latter, which is reasonable for $g|\alpha|\ll\omega$, leaves the separate pairs $|g,n\rangle$ and $|e,n-1\rangle$ with amplitudes
\begin{equation}
\dot c_g=g\sqrt n\,c_e,\qquad\dot c_e=-g\sqrt n\,c_g .
\end{equation}
Hence $|c_e|^2=|c_g(0)|^2\sin^2(g\sqrt n\,t)$, and with the Poisson weights $p_n$ of mean $\bar n=|\alpha|^2$,
\begin{equation}
P_e\simeq\frac12\Bigl[1-\sum_np_n\cos(2g\sqrt n\,t)\Bigr].
\end{equation}
Expanding $\sqrt n\simeq\sqrt{\bar n}+(n-\bar n)/(2\sqrt{\bar n})$ turns the phase into $\Omega t+\theta(n-\bar n)$ with $\theta=gt/\sqrt{\bar n}$. The Poisson average is
\begin{equation}
\sum_np_ne^{i\theta(n-\bar n)}=\exp\bigl[\bar n(e^{i\theta}-1-i\theta)\bigr]\simeq e^{-\bar n\theta^2/2}=e^{-(gt)^2/2},
\end{equation}
where terms of order $\bar n\theta^3$ are dropped. The curvature of $\sqrt n$, left out of the expansion above, would add a mean phase of $-gt/(4\sqrt{\bar n})$, which at short times is the larger of these two omissions. The estimate is therefore
\begin{equation}
P_e\simeq\tfrac12\bigl[1-e^{-(gt)^2/2}\cos\Omega t\bigr].
\end{equation}
It gives $0.956$, $0.154$, $0.719$ and $0.386$ at the four times, against $0.954$, $0.145$, $0.715$ and $0.400$ from the full calculation. The unexpanded Poisson sum differs from the estimate by only about $0.001$ or less at these times, so the remaining difference comes mainly from the neglected terms oscillating at $2\omega$. Within this approximation, the contrast is lost because components with different photon numbers oscillate at different rates. In the driven description the loss appears only when the quantum mode is kept: in the table, the classical drive alone retains nearly full contrast.

A coupling with a term quadratic in the field changes the form of the drive. Consider
\begin{equation}
H=H_A+\hbar\omega N+\hbar gSX+\hbar\kappa X^2,\qquad X=a+a^\dagger,\quad\kappa\ge0,
\end{equation}
with $S$ an emitter operator, as in a model with a vector potential and its square. Now $D_t^\dagger XD_t=X+x$ with $x=\beta+\beta^*$, and the free part cancels as before, so
\begin{equation}
H'=H+\hbar gSx(t)+2\hbar\kappa x(t)X+\hbar\kappa x(t)^2 .
\end{equation}
The last term changes only the overall phase. The third drives the mode itself: with $g=0$ and the mode in vacuum, $[a,X]=1$ gives $d\langle a\rangle'/dt=-2i\kappa x$. The reason is that the square term alters the free motion of the mode, so its amplitude no longer follows $\alpha e^{-i\omega t}$. If the displacement followed this altered motion, $\dot\beta=-i\omega\beta-2i\kappa(\beta+\beta^*)$, the terms $2\hbar\kappa xX$ and $\hbar\kappa x^2$ would both cancel and only the emitter would be driven. The term $\hbar\kappa X^2$ remains in $H$, so the vacuum of $a$ would still not be stationary, even for $g=0$. With the free rotation used here the equivalence still holds, but the classical field must be inserted in the square term as well as in the linear one. With $S=\sigma_y$, $\kappa=g^2/\omega_0$ and the complex amplitude $\alpha=4e^{0.7i}$, the two state vectors at 20 fs agree to $1.5\times10^{-10}$ in norm.

\section*{Values computed for the example and the checks}
\begin{verbatim}
photon energy = 2.0 eV
transition energy = 2.0 eV
transition dipole = 0.2 e nm
mode volume V = 1000 nm^3
coherent amplitude alpha = 4.0
initial mean photon number = 16.0
angular frequency omega = 3.03853 rad/fs
field per photon = 1.34518e+08 V/m
classical field amplitude = 1.07615e+09 V/m
coupling g = 0.040874 rad/fs
coupling energy hbar g = 0.026904 eV
resonant Rabi frequency 2 g alpha = 0.32699 rad/fs
Rabi period = 19.215 fs
number states kept: original 120, driven frame 40
error of D^dagger a D = a + beta: 1.1e-14
error of free-part cancellation: 8.7e-04 rad/fs
error of D|0> = |alpha>: 1.6e-15
excited population: original, driven + mode, classical only
  t = 10 fs: 0.953605, 0.953605, 0.990726
  t = 20 fs: 0.144772, 0.144772, 0.012657
  t = 30 fs: 0.715185, 0.715185, 0.958796
  t = 40 fs: 0.399676, 0.399676, 0.077040
mean photon number: original frame, driven frame, bound (gt)^2
  t = 10 fs: 15.04903, 0.05963, 0.16707
  t = 20 fs: 15.84513, 0.16703, 0.66827
  t = 30 fs: 15.28500, 0.39667, 1.50360
  t = 40 fs: 15.63424, 0.68336, 2.67307
distance of driven state from classical-only state, bound gt
  t = 10 fs: 0.24559, 0.40874
  t = 20 fs: 0.38560, 0.81748
  t = 30 fs: 0.61445, 1.22621
  t = 40 fs: 0.74080, 1.63495
largest state-vector error, phase included = 4.7e-10
correlation <sigma_plus(20 fs) sigma_minus(10 fs)>
  original: 0.035269-0.057323j
  driven + mode: 0.035269-0.057323j
state-vector error with square term, 20 fs = 1.5e-10
rms population error of classical-only model, 1 to 10 fs
  alpha = 4, V = 1000 nm^3: 1.974e-02
  alpha = 8, V = 4000 nm^3: 4.970e-03
  alpha = 16, V = 16000 nm^3: 1.245e-03
error ratio, alpha = 8 to alpha = 16: 3.993
\end{verbatim}
